# Certified Bounds on the Permittivity of a Liquid-Filled Porous Film

## The decision and the data

A porous dielectric film is filled with a liquid, and its capacitance gives a wet permittivity of 7.901. Should the reading be rejected as inconsistent with the known porosity and dry permittivity? For the film treated below, a linear program on 41 grid points has its minimum at 7.9040 and seems to say yes. The exact minimum of the same program is 7.8990, so the grid's reason for rejection is wrong: a grid program searches only some of the allowed spectral measures. Its dual solution, corrected between the grid points, or the exact optimum derived below repairs this. The constraints of the program are necessary but not complete, however. A further inequality for isotropic three-dimensional media, stated below, raises the lower limit to 8.250. With exact inputs the reading is then inconsistent after all; with the input errors considered below it is not excluded.

All permittivities are relative, real and positive. Let $a$ be that of the solid skeleton, $p$ that of the pore contents, $\phi$ the pore fraction and $e(p)$ the film permittivity. The dry film has $p_d=1$ and measured value $e_d=e(p_d)$; after filling, $p=p_w>p_d$ and $e_w=e(p_w)$ is sought. The skeleton is taken to have $a>p_d$. The skeleton value $a$ must also be known: porosity, isotropy and $e_d$ do not determine it.

The model is local, linear and quasi-static. Filling leaves the geometry unchanged, and the film is much thicker than a pore, so that a large periodic cell can represent it.

## From the field equation to a positive measure

Let $\chi=1$ in the pores and 0 in the skeleton, and define

$$s=\frac{1}{1-p/a}=\frac{a}{a-p},\qquad \varepsilon=a\left(1-\frac{\chi}{s}\right).$$

In a pore this gives $a(1-1/s)=p$, as it should. For $p<a$, $s>1$; for $p>a$, $s<0$.

Apply a unit mean field $\mathbf e_0$. The field $\mathbf E$ is $\mathbf e_0$ plus a zero-mean gradient. Let $\Gamma$ be the orthogonal projector onto zero-mean gradients. Integration by parts makes a divergence-free field orthogonal to them, so $\Gamma(\varepsilon\mathbf E)=0$. Since $\Gamma\mathbf E=\mathbf E-\mathbf e_0$,

$$\mathbf E-\mathbf e_0-\frac1s\Gamma\chi\mathbf E=0 .$$

Multiply by $\chi$ and use $\chi^2=\chi$:

$$\chi\mathbf E=s\,(s-\chi\Gamma\chi)^{-1}\chi\mathbf e_0 .$$

The film permittivity is $\langle\mathbf e_0\cdot\varepsilon\mathbf E\rangle$, where brackets denote a cell average. Therefore

$$\frac ea=1-\left\langle\mathbf e_0\cdot\chi(s-\chi\Gamma\chi)^{-1}\chi\mathbf e_0\right\rangle
=1-\int_0^1\frac{d\mu(z)}{s-z}.$$

The last form is the spectral theorem. Because $\Gamma$ and $\chi$ are projectors, $\chi\Gamma\chi$ is self-adjoint with spectrum in $[0,1]$, and the Bergman measure $\mu$ is non-negative. It depends on geometry but not on permittivities, which is why a dry measurement informs us about the wet film.

Its total mass is $\langle\chi\rangle=\phi$. Its first moment, in Fourier components, is

$$\int z\,d\mu=\langle\chi\mathbf e_0\cdot\Gamma\chi\mathbf e_0\rangle
=\sum_{\mathbf k\ne0}|\chi_{\mathbf k}|^2\frac{(\mathbf k\cdot\mathbf e_0)^2}{k^2}.$$

Averaging over three perpendicular directions replaces the fraction by $1/3$. Isotropy makes this average equal to the value for any one direction. As $\sum_{\mathbf k\ne0}|\chi_{\mathbf k}|^2=\langle\chi^2\rangle-\langle\chi\rangle^2=\phi(1-\phi)$,

$$\int z\,d\mu=m,\qquad m=\frac{\phi(1-\phi)}3 .$$

One more condition comes from positivity. When $p\to0^+$, $s\to1^+$ while $e\ge0$, so $\int d\mu/(s-z)\le1$. Monotone convergence gives $\int d\mu/(1-z)\le1$; in particular, $\mu$ has no atom at 1. Define $d\nu=d\mu/(1-z)$ and put the missing mass, $1-\int d\mu/(1-z)$, at $z=1$. Now $\nu$ is a probability measure, and

$$\frac ea=\int\left[1-\frac{1-z}{s-z}\right]d\nu
=\int\frac{s-1}{s-z}\,d\nu .$$

Substitute $s-1=p/(a-p)$ and $s-z=[a+(p-a)z]/(a-p)$:

$$e(p)=\int h_p\,d\nu,\qquad h_p(z)=\frac{ap}{q_p(z)},\qquad q_p(z)=a+(p-a)z. \tag{1}$$

Equivalently, $1/h_p=(1-z)/p+z/a$. Each $z$ acts as a series connection with solid fraction $z$, and $\nu$ distributes the film among such connections in parallel. This is a representation of the response, not a picture of the pores.

## The two programs and their certificate

Write $d$ and $w$ for the subscripts $p_d$ and $p_w$. Place weights $w_j\ge0$ at grid points $z_j\in[0,1]$ and impose

$$\sum_jw_j=1,\quad \sum_jw_j(1-z_j)=\phi,\quad
\sum_jw_jz_j(1-z_j)=m,\quad \sum_jw_jh_d(z_j)=e_d .$$

The two programs minimize and maximize $\sum_jw_jh_w(z_j)$. Each grid measure is also an admissible continuous measure. The computed minimum therefore cannot lie below the true minimum, nor the computed maximum above the true maximum. Both errors make the interval too narrow.

For the remedy, collect the constraint functions in $\mathbf u=(1,\,1-z,\,z(1-z),\,h_d)$ and their data in $\mathbf b=(1,\phi,m,e_d)$. For any multipliers $\mathbf y$, let $r=h_w-\mathbf y\cdot\mathbf u$. Every admissible $\nu$ obeys

$$e_w=\mathbf y\cdot\mathbf b+\int r\,d\nu
\ \ge\ \mathbf y\cdot\mathbf b+\min_{0\le z\le1}r(z), \tag{2}$$

because $\nu$ has unit mass. The solver's dual variables supply a good $\mathbf y$, but (2) remains valid if they are slightly wrong. Applying it to $-h_w$ and reversing the sign gives an upper bound.

The minimum must cover the whole interval. Number the multipliers $y_0,\ldots,y_3$. Since $h_p'=-ap(p-a)/q_p^2$,

$$r'=-\frac{ap_w(p_w-a)}{q_w^2}+y_1-y_2(1-2z)+\frac{y_3ap_d(p_d-a)}{q_d^2}.$$

Multiplication by $q_d^2q_w^2$ leaves a polynomial of degree at most five. Its roots in $[0,1]$ and the two endpoints contain the minimizer. The certificate is then rigorous up to floating-point rounding; outward-rounded arithmetic would remove that reservation too.

## The continuous optimum

The functions $1,z,z^2,1/q_d,1/q_w$, multiplied by $q_dq_w$, span all quartic polynomials. Thus any quartic $N$ with $N(s_w)\ne0$ can be scaled so that

$$r=\frac{N(z)}{q_d(z)q_w(z)}$$

has the required form $h_w-\mathbf y\cdot\mathbf u$. The scale is set at the zero $s_w$ of $q_w$, where the coefficient of $1/q_w$ must be $ap_w$:

$$N(s_w)=ap_wq_d(s_w)=a^2p_w\frac{p_w-p_d}{p_w-a}. \tag{3}$$

On $[0,1]$ both $q$ factors are positive, so $r$ has the sign of $N$. If an admissible measure sits on the zeros of a non-negative $r$, it attains the lower bound in (2) and is a minimizer. A non-positive $r$ proves a maximum. Two choices work.

First take $N=\kappa z(1-z)(z-z_*)^2$, with measure at $0,z_*,1$. For $p_w>a$, (3) is positive, but $s_w(1-s_w)<0$ because $s_w$ lies outside $[0,1]$. Hence $\kappa<0$, and this measure gives the maximum.

Second take $N=\kappa(z-z_1)^2(z-z_2)^2$, with measure at two points. Now $\kappa>0$ for $p_w>a$, which gives the minimum. For $p_d<p_w<a$, (3) changes sign and the roles are exchanged. At $p_w=a$ the film is uniform and $e_w=a$.

**Three-point value.** Subtract $h_p$ from the arithmetic mean:

$$\begin{aligned}
(1-z)p+za-h_p
&=\frac{[(1-z)p+za][(1-z)a+zp]-ap}{q_p}\\
&=\frac{z(1-z)(p^2+a^2)+ap[(1-z)^2+z^2-1]}{q_p}\\
&=\frac{z(1-z)(p-a)^2}{q_p}.
\end{aligned}$$

The last line uses $(1-z)^2+z^2-1=-2z(1-z)$. Define $\bar e_p=\phi p+(1-\phi)a$ and integrate. The nodes 0 and 1 drop out on the right, while the third constraint fixes the numerator at $z_*$ to $m$. Thus

$$e(p)=\bar e_p-\frac{m(p-a)^2}{a+z_*(p-a)}. \tag{4}$$

In the dry state this gives

$$z_*=\frac{a-Q}{a-p_d},\qquad Q=\frac{m(a-p_d)^2}{\bar e_d-e_d}.$$

Equation (4) with $p=p_w$ is one bound. The weights at 0 and 1 are $\phi-m/z_*$ and $1-\phi-m/(1-z_*)$. They are non-negative when

$$\frac{1-\phi}{3}\le z_*\le1-\frac{\phi}{3}. \tag{5}$$

**Two-point value.** Let $\alpha=1-\phi$ be the mean of $z$. Since $\int z^2d\nu=\alpha-m$, its variance is

$$v=\alpha-m-\alpha^2=\phi(1-\phi)-m=\tfrac23\phi(1-\phi).$$

For nodes $z_1<z_2$, the weights are $(z_2-\alpha)/(z_2-z_1)$ and $(\alpha-z_1)/(z_2-z_1)$, and $v=(\alpha-z_1)(z_2-\alpha)$. Set $c=z_1+z_2-\alpha$. Then $z_1z_2=\alpha c-v$, and adding the two fractions gives

$$\int\frac{d\nu}{s-z}=\frac{s-c}{(s-z_1)(s-z_2)}
=\frac{s-c}{(s-\alpha)(s-c)-v}.$$

Because $a(s-1)=ps$,

$$e(p)=\frac{ps}{s-\alpha-v/(s-c)}. \tag{6}$$

Solving the dry equation for $c$ gives

$$c=s_d-\frac{v}{s_d-\alpha-p_ds_d/e_d}.$$

The nodes solve $(z-\alpha)(z-c)=v$. This quadratic minus $v$ is negative at $\alpha$, so both nodes lie in $[0,1]$ if it is non-negative at 0 and 1: $\alpha c\ge v$ and $\phi(1-c)\ge v$. Hence $2\phi/3\le c\le(1+2\phi)/3$.

At the lower end the nodes are 0 and $1-\phi/3$; at the upper end they are $(1-\phi)/3$ and 1. These are the end cases of (5), so the wet bounds merge there. The corresponding dry values are the lower and upper Hashin–Shtrikman bounds. Between them, (4) falls steadily with $z_*$ and (6) rises steadily with $c$ in the dry state, so both extremal measures exist.

No admissible dry value lies outside this window. To see this, use a residual with cubic numerator over $q_d$, now without the dry constraint. The scale condition is $N(s_d)=ap_d>0$, with $s_d>1$. The numerator $\kappa z(z-z_0)^2$ has $\kappa>0$ and proves the minimum; $\kappa(1-z)(z-z_0)^2$ has $\kappa<0$ and proves the maximum. A dry value outside the window therefore signals inconsistent inputs or a failed assumption. Infeasibility of a grid program alone does not: its window is narrower at any edge whose node is not a grid point, so it can reject an admissible dry value close to that edge.

These bounds are sharp over measures satisfying the stated constraints. They need not be sharp over geometries. An isotropic three-dimensional medium also obeys the phase-interchange inequality of Milton and of Avellaneda, Cherkaev, Lurie and Milton, quoted here without proof. With $f(\tau)=\int d\nu/[(1-z)/\tau+z]$, so that $e=af(p/a)$, it reads

$$f(\tau)f(1/\tau)+\frac{f(\tau)+\tau f(1/\tau)}{1+\tau}\ge2 .$$

For two interior nodes the left side tends to zero as $\tau\to\infty$, because neither phase percolates, so no isotropic geometry has that measure. At $\tau=p_d/a$ the value $f(\tau)=e_d/a$ is known, and the inequality is one more linear constraint on $\nu$.

## A polar and a nonpolar filling

Take $a=4$, $\phi=0.40$, $e_d=2.45$ and a polar liquid with $p_w=20$. Then $m=0.08$ and $\bar e_d=0.4+2.4=2.8$, so

$$Q=\frac{0.08\times9}{0.35}=2.0571,\qquad z_*=\frac{4-2.0571}{3}=0.6476.$$

The upper bound from (4) is

$$e_w=10.4-\frac{0.08\times16^2}{4+0.6476\times16}=8.974.$$

For the lower bound, $v=0.16$, $s_d=4/3$ and $s_w=-0.25$. The dry equation gives

$$c=1.3333-\frac{0.16}{1.3333-0.6-1.3333/2.45}=0.4873,$$

and (6) gives

$$e_w=\frac{-5}{-0.25-0.6+0.16/0.7373}=7.899.$$

For a 200 nm film, capacitance per area $\varepsilon_0e_w/t$, with thickness $t$, lies between 34.97 and 39.73 nF/cm². The two-point measure gives 1.92 in the interchange inequality at $\tau=5$ and violates it. Adding the inequality raises the lower bound to 8.250 (36.52 nF/cm²), the value of doubly coated spheres with a solid core, a pore shell and a solid coat, and leaves the upper bound at 8.974. The pores of that geometry are sealed, so it shows that 8.250 is sharp for isotropic two-phase media, not that a fillable film reaches it. For $p_w=2.4$ and $10.16$, both below $a^2/p_d=16$, the limit set by the inequality is instead the value of spheres with a pore core, a solid shell and a pore coat. Unless stated, the table and the intervals below omit the inequality, so those that combine three-dimensional isotropy with the dry value are wider than necessary. The first two rows of the table are sharp: laminates attain the first and coated spheres the second. The data contribute as follows, with the other inputs fixed:

| Data used | Bounds on $e_w$ | Width |
|---|---|---|
| porosity | 5.882–10.400 | 4.518 |
| porosity, isotropy | 7.556–9.254 | 1.698 |
| porosity, dry value | 6.903–9.740 | 2.836 |
| all | 7.899–8.974 | 1.075 |

A larger dry value moves both polar-liquid bounds down. It lowers $z_*$ and raises $c$; for $p_w>a$, either change reduces the corresponding wet value.

For a nonpolar liquid with $p_w=2.4$, the three-point value is 3.2909 and the two-point value 3.2958. Their order is reversed, as (3) requires; the interchange inequality lowers the upper value to 3.2950. The dry value helps to narrow the interval, but it would be small even without it. For $p_w$ near $a$,

$$\int\frac{z(1-z)}{q_w}d\nu=\frac ma-\frac{p_w-a}{a^2}\int z^2(1-z)d\nu+\cdots .$$

After multiplication by $(p_w-a)^2$, geometry not fixed by $\phi$ and $m$ first enters at order $(p_w-a)^3$. Under this model, the wet value for a nonpolar liquid is thus almost fixed by $\phi$, $a$ and isotropy, which suits a test of filling, while a polar one is more sensitive to geometry beyond $\phi$ and $m$. The test is limited by input error rather than by the interval. With the input errors considered below, the nonpolar interval widens to about 3.227–3.362, and by (4) and (6), bubbles must occupy about 16% of the liquid (about 22% for the polar one) before every wet value allowed by the same input errors falls below the interval of the filled film. The advantage of the nonpolar liquid is small: the interchange inequality lowers the polar figure to about 20%, and if the wet reading also carries an independent error of 0.8%, the relative error allowed for $e_d$, both figures become about 22%.

## Grid error

Let $\delta$ be the grid spacing. In a nondegenerate program four weights are positive, and $r$ vanishes at their grid points. Its quartic numerator has no further zeros. Take $p_w>a$; for $p_w<a$ the roles of minimum and maximum are exchanged. For the minimum, non-negativity at every grid point forces the zeros into two neighbouring pairs. Between two such points,

$$r\simeq\tfrac12r''(z-z_j)(z-z_{j+1}),\qquad
\min r\simeq-\frac{r''\delta^2}{8}.$$

Since the grid's primal and dual values agree, $|r''|\delta^2/8$ is the gap between the inner and certified values, with the larger $|r''|$ when there are two pairs. The maximum has one such pair, around $z_*$, besides the endpoints.

For the polar upper bound, (3) gives $N(s_w)=16\times20\times19/16=380$. Hence

$$\kappa=\frac{380}{(-0.25)(1.25)(0.8976)^2}\simeq-1509.$$

At the double zero,

$$r''=\frac{2\kappa z_*(1-z_*)}{q_dq_w}
\simeq\frac{-2\times1509\times0.2282}{2.057\times14.36}\simeq-23.3.$$

The predicted gap is $2.91\,\delta^2$, or 0.0018 for 41 points. The computed values, 8.97378 and 8.97566, differ by 0.0019. With 641 points, prediction and computation both give about $7\times10^{-6}$. For both bounds, each fourfold refinement reduced the gap by a factor between 15.87 and 16.48, close to the asymptotic 16.

The lower bound has the larger gap: on 41 points the inner and certified minima are 7.9040 and 7.8959. The opening reading lies between them. The coarse grid cannot decide such a reading, and a finer grid shows that the four constraints admit it. For exact inputs it is the interchange inequality that excludes it.

## Where the assumptions matter

The theory was tested on periodic cells of $7^3$ voxels, with the potential equation solved directly using Fourier derivatives and the result averaged over three directions. This is a discrete analogue, not a converged continuum calculation. A random cell with porosity 0.3994 had dry value 2.5057 and polar wet value 8.3968, inside its certified interval 7.7257–8.7356. A compact pore and a compact solid inclusion also satisfied their bounds, with either liquid.

A dry value inside the window does not prove isotropy. Consider columns perpendicular to the applied field and isotropic in their cross-section. Their wavevectors lie in a plane, so the directional average is $1/2$, not $1/3$. A two-dimensional Bruggeman medium with the same $\phi$ and $a$ has $e_d=2.3224$, inside the isotropic window 2.2857–2.5882. Its polar wet value is 7.4863, far below the isotropic bounds 8.7206–9.2157. Using $m=\phi(1-\phi)/2$ and $v=\phi(1-\phi)-m$ gives 7.0887–8.0856, which contains it.

Input error exceeds grid error here. Five equally spaced values of each input over $\phi\pm0.01$, $a\pm0.1$ and $e_d\pm0.02$ gave extreme bounds of 7.548 and 9.275. With the interchange inequality, the lowest value at the corners of the box is 7.739, still below the opening reading. This scan is an estimate for the box, not a certificate over it.

The inputs are rough values for porous silica with 3 nm pores, an alcohol-like liquid and a toluene-like one. The porosity is high for an interlayer dielectric, and organosilicate skeletons can have a lower permittivity. An assumption that can do much damage in this example is that the confined polar liquid keeps its bulk permittivity. Suppose a 0.3 nm wall layer has permittivity 5. The core occupies $(1-0.6/3)^3=0.512$ of a spherical pore, whose equivalent permittivity is

$$5+\frac{0.512}{1/(20-5)+(1-0.512)/(3\times5)}=10.16.$$

With this value as $p_w$, the interval falls to 5.952–6.084. This is an estimate, not a bound: the layered film has three phases, and 10.16 holds only for an isolated sphere in a uniform field. It also depends on pore shape. A cylindrical pore has equivalent permittivity 11.23 across and 14.60 along its axis, giving 6.22–6.41 and 6.95–7.41. The narrowness of these intervals includes neither this nor uncertainty in the layer. The original upper bound survives if the confined liquid is nowhere more polarizable than bulk: $e$ is the minimum of $\langle\varepsilon|\mathbf E|^2\rangle$ over admissible fields, so lowering $\varepsilon$ cannot raise it. The lower bound has no such protection. A low wet reading may therefore indicate confinement rather than a wrong porosity.

Voids in 5% of the liquid give 7.684–8.584 if they are spherical bubbles spread evenly through it. Voids in weak-field regions shift a given film less. Small pores left wholly empty, treated as spherical voids in the skeleton (filled fraction 0.38, skeleton value 3.872), give 7.534–8.604, slightly higher at the upper end and lower at the lower end. As a gap along the wall of a spherical pore they give 6.975–7.445, and as thin layers across the field 5.976–6.114. The remaining estimates are smaller. Warming by 10 K, with an assumed liquid coefficient of $-0.1$ per K, gives 7.742–8.688. Two skeleton-like surface skins, each 3 nm thick, give 7.782–8.722 when included in both dry and wet states with the core porosity kept at 0.40, and 7.784–8.783 if 0.40 is the film average. At 1 MHz, a liquid conductivity of $10^{-5}$ S/m changes the real parts of the extremal values by about $10^{-4}$ if conduction is Ohmic. At this conductivity the Debye length is of order 100 nm, larger than a pore and comparable to the film, and space charge at blocking electrodes can raise the shift to a few times $10^{-3}$ at 1 MHz and to about 0.1 at 100 kHz. These figures assume uncharged pore walls. When the Debye length exceeds the pore size, counterions of the wall charge can set the conductivity: $10^{-3}$ charges per nm² in a 3 nm cylindrical pore, with diffusion coefficient $3\times10^{-10}$ m²/s, give about $2.5\times10^{-3}$ S/m, and the shift at 1 MHz is then no longer small. Swelling and chemical uptake are not included: swelling can change the measure between the two states, and uptake can change the skeleton permittivity.

The numerical output below records the main values; the limits from the interchange inequality, the bubble thresholds, the widened nonpolar interval and the cylinder, gap, layer, empty-pore, film-average skin, space-charge and wall-charge estimates are not part of it.

## Computed results

```
Porosity 0.40, skeleton permittivity 4.00
Dry film permittivity 2.45, depolarization factor 0.3333
Polar liquid 20.0, nonpolar liquid 2.4
Voxel cells: porosity, dry, wet(direct), certified bounds
  random voxels: 0.3994, 2.5057, 8.3968, [7.7257, 8.7356]
  pore ball: 0.3994, 2.5429, 8.1065, [7.6383, 8.4427]
  solid ball: 0.6006, 1.8284, 12.0786, [11.1103, 12.2406]
Largest moment error 1.1e-16
Largest spectral-direct difference 8.9e-15
Certified bounds, polar liquid:
  porosity: 5.8823 to 10.4000, width 4.5177
  porosity+isotropy: 7.5555 to 9.2537, width 1.6982
  porosity+dry: 6.9034 to 9.7396, width 2.8362
  all data: 7.8990 to 8.9740, width 1.0750
Allowed dry window 2.2857 to 2.5882
Dry value 2.80 (field along layers): infeasible
Three-point node z* 0.64762; parameter c 0.48729
Two-point nodes 0.13969, 0.94760
Exact polar: three-point 8.97401, two-point 7.89903
Exact nonpolar: three-point 3.29090, two-point 3.29579
Grid points: inner low, certified low, inner high, certified high
  41: 7.904012, 7.895931, 8.973780, 8.975661
  161: 7.899493, 7.898996, 8.973968, 8.974082
  641: 7.899061, 7.899029, 8.974003, 8.974010
Gap ratios per fourfold refinement 15.87 to 16.48
Isotropic Bruggeman dry 2.5000, wet 8.3757, bounds [7.7430, 8.7660]
Columnar film, field across: dry 2.3224, wet 7.4863
  bounds with L=1/3 [8.7206, 9.2157], L=1/2 [7.0887, 8.0856]
Capacitance at 200 nm: 34.97 to 39.73 nF/cm2
Scan: porosity +-0.01, skeleton +-0.1, dry +-0.02:
  extreme bounds 7.548 to 9.275
Wall layer 0.3 nm of 5.0: pore liquid 10.16
5% voids in liquid: 18.64; 10 K warmer at -0.1/K: 19.00
Skeleton-like skins, volume share 0.030
Resulting lower and upper bounds (estimates):
  porosity +0.01: 7.918, 9.001
  skeleton +0.1: 8.175, 9.156
  dry +0.02: 7.831, 8.905
  L +0.02: 7.734, 8.816
  wall layer: 5.952, 6.084
  5% voids: 7.684, 8.584
  10 K warmer: 7.742, 8.688
  surface skins: 7.782, 8.722
At 1 MHz and 1e-5 S/m: liquid loss 0.180, real shift 1.1e-04
0.1 V gives 0.0050 MV/cm; for 1.7 D at 298 K saturation 3.2e-08
```
